# Bohm Speed and Screening Temperature for Isotropic Non-Maxwellian Electrons

## The physical question

At the edge of a dc sheath, ions enter a region where the electron density falls because the wall repels electrons. The ion density falls too, since the ions accelerate. Positive space charge can build up only if the electrons thin out at least as fast as the ions. For Maxwellian electrons the comparison involves their temperature. In a processing plasma the electron spectrum may be far from Maxwellian, and an effective temperature taken from the mean energy need not describe how the density responds to a small retarding potential.

The quantity required is the mean inverse kinetic energy at the sheath edge:

$$
\frac1{T_s}=\frac12\left\langle\frac1E\right\rangle,\qquad
c_B=\sqrt{\frac{T_s}{M}}. \tag{1}
$$

Here $T_s$ is the screening temperature, in energy units, and $M$ is the ion mass. A monotone sheath requires an ion entry speed $u\ge c_B$. This local condition is sufficient for a broad class of spectra identified below, but not for every isotropic spectrum.

## Model and conventions

The algebra uses atomic units: the electron has mass 1 and charge $-1$, the ion has charge $+1$, and Poisson's equation has its Gaussian factor $4\pi$. The electric potential $\phi$ is zero at the edge and negative in the sheath. The retarding energy $\psi=-\phi\ge0$ is called the depth.

The sheath is planar, steady, collisionless and free of ionization. The ions are cold and enter with a single speed. The electric field at the edge is negligible on the sheath scale, and both species have density $n_s$ there. Electrons conserve total energy across the sheath, and almost all of them are reflected before the wall. The last condition permits an isotropic edge distribution; the effect of wall loss is estimated later.

Let $F(E)$ be the number of electrons per unit volume of space and of velocity space, with $E=v^2/2$. Angle brackets denote averages over edge electrons:

$$
n_s=4\pi\int_0^\infty v^2F(v^2/2)\,dv,\qquad
\langle A\rangle=\frac{4\pi}{n_s}\int_0^\infty v^2F\,A\,dv.
$$

The function $F$ is taken to be smooth, to decay rapidly at high energy, and to give a finite $\langle1/E\rangle$.

## Electron response

An electron with speed $v$ at depth $\psi$ had kinetic energy $v^2/2+\psi$ at the edge. In a steady collisionless flow the phase-space density is constant along an orbit, so

$$
n_e(\psi)=4\pi\int_0^\infty v^2F(v^2/2+\psi)\,dv. \tag{2}
$$

Every energy needed here is non-negative at the edge, so the edge spectrum determines the density throughout the retarding region.

Differentiation with respect to $\psi$ acts on the argument of $F$. Since $dF/dv=vF'$, the factor $v^2F'$ equals $v\,dF/dv$. Integration by parts then gives

$$
\frac{dn_e}{d\psi}
=4\pi\int_0^\infty v\frac{dF}{dv}\,dv
=4\pi\,[vF]_0^\infty-4\pi\int_0^\infty F\,dv.
$$

The boundary term vanishes. At the edge, writing $F=v^2F\,v^{-2}$ turns the remaining integral into an average:

$$
-\frac1{n_s}\left.\frac{dn_e}{d\psi}\right|_{0}
=\left\langle\frac1{v^2}\right\rangle
=\frac12\left\langle\frac1E\right\rangle
\equiv\frac1{T_s}. \tag{3}
$$

The last step uses $v^2=2E$. Slow electrons carry the largest weight because a given small potential changes their motion most. For a Maxwellian, $F\propto e^{-E/T}$ and (2) gives $n_e=n_se^{-\psi/T}$, so $T_s=T$.

If $\langle1/E\rangle$ diverges, the density has no finite slope at the edge. The linear argument below then fails, and the integral condition (7) has to be examined directly.

## Ion response and the local condition

Ion energy conservation gives $Mu_i^2/2=Mu^2/2+\psi$, where $u_i$ is the speed at depth $\psi$. With $K=Mu^2$, continuity $n_iu_i=n_su$ becomes

$$
\frac{n_i}{n_s}=\frac{u}{u_i}
=\left(1+\frac{2\psi}{K}\right)^{-1/2}
\simeq1-\frac{\psi}{K}. \tag{4}
$$

The quantity $K$ is twice the directed kinetic energy of an entering ion.

Poisson's equation is $\phi''=-4\pi(n_i-n_e)$. Because $\psi=-\phi$, its sign reverses:

$$
\psi''=4\pi(n_i-n_e).
$$

Near the edge $n_e/n_s\simeq1-\psi/T_s$. Subtracting this from (4) gives

$$
\psi''=\kappa^2\psi,\qquad
\kappa^2=4\pi n_s\left(\frac1{T_s}-\frac1K\right). \tag{5}
$$

For $K>T_s$ the depth decays exponentially towards the plasma. For $K<T_s$ the linear solutions oscillate, and no monotone profile can approach zero potential and zero field. Therefore $K\ge T_s$, which is $u\ge c_B$.

The electron contribution alone defines the screening length

$$
\lambda_s=\sqrt{\frac{T_s}{4\pi n_s}}.
$$

The ions oppose this screening through the negative term in (5). The actual decay length $1/\kappa$ is therefore longer than $\lambda_s$ and diverges at the Bohm speed.

## The condition through the whole sheath

The local result says nothing about the charge at larger depth. Multiply Poisson's equation by $\psi'$ and integrate from the edge, where the field vanishes:

$$
\frac{(\psi')^2}{2}
=4\pi\int_0^\psi(n_i-n_e)\,d\eta. \tag{6}
$$

The left side cannot be negative. Define

$$
\nu(\psi)=\frac{n_e(\psi)}{n_s},\qquad
P(\psi)=\int_0^\psi\nu(\eta)\,d\eta.
$$

The ion integral is elementary, so a positive squared field requires

$$
K\left(\sqrt{1+2\psi/K}-1\right)>P.
$$

Divide by $K$, add 1, and square. Both sides are positive, so the inequality is preserved:

$$
1+\frac{2\psi}{K}>1+\frac{2P}{K}+\frac{P^2}{K^2}.
$$

Cancelling the 1 and multiplying by $K^2$ gives $2K(\psi-P)>P^2$. Since the electron density falls with depth, $P<\psi$, and division is allowed:

$$
K>R(\psi)\equiv\frac{P^2}{2(\psi-P)}
\qquad\text{for }0<\psi\le\psi_w, \tag{7}
$$

where $\psi_w$ is the wall depth. At small depth $P\simeq\psi-\psi^2/(2T_s)$. The numerator of $R$ then tends to $\psi^2$ and the denominator to $\psi^2/T_s$, so $R\to T_s$. The local condition is the shallow limit of (7).

If (7) holds, the field does not vanish between the edge and the wall, and the potential is monotone. If $R$ has a maximum above $T_s$ at a depth the wall exceeds, the ions must enter faster than $c_B$.

## When the local condition is sufficient

Write $F=e^{-g}$ and suppose $g''\ge0$, so that $F$ is log-concave in energy. Let $s=v^2/2$ be the kinetic energy at depth $\psi$. Since $v^2dv=\sqrt{2s}\,ds$, equation (2) becomes

$$
\nu(\psi)\propto\int_0^\infty\sqrt s\,e^{-g(\psi+s)}\,ds.
$$

Let a bar denote the average with this weight, and set $L=-\ln\nu$. Differentiation gives $L'=\overline{g'}$. Differentiating once more acts both on $g'$ and on the normalized weight:

$$
L''=\overline{g''}-\overline{(g')^2}+\left(\overline{g'}\right)^2
=\overline{g''}-\operatorname{Var}(g').
$$

To find its sign, set $h=g'-\overline{g'}$, with $\overline{g'}$ held constant in $s$. The integral of $d(\sqrt s\,h\,e^{-g})/ds$ vanishes because its boundary values do. Expanding the derivative yields

$$
0=\overline{g''}+\overline{\frac{h}{2s}}-\overline{hg'}.
$$

Since $\overline h=0$, the last average is $\operatorname{Var}(g')$ and the middle one is a covariance. Hence

$$
L''=-\operatorname{Cov}\left(g',\frac1{2s}\right)\ge0. \tag{8}
$$

The sign follows because $g'$ does not decrease with $s$, while $1/(2s)$ decreases. For two values $s$ and $t$ drawn independently from the weight, the covariance is half the mean of
$[g'(\psi+s)-g'(\psi+t)]\,[1/(2s)-1/(2t)]$, which is never positive.

Thus $L$ is convex, with $L(0)=0$ and $L'(0)=1/T_s$. It lies on or above its initial tangent, so $\nu\le e^{-\psi/T_s}$. For $y>0$, $e^y>1+y$; taking $y=2\psi/T_s$ gives

$$
\nu\le e^{-\psi/T_s}
<\left(1+\frac{2\psi}{T_s}\right)^{-1/2}
\qquad(\psi>0). \tag{9}
$$

The right side is the ion density at $K=T_s$. The space charge is positive at every nonzero depth, and raising $K$ only increases the ion density. For log-concave $F$, the local condition is therefore sufficient as well as necessary in this model.

At equality the approach to the plasma is algebraic. Put $b=3/T_s^2-\nu''(0)$, assuming this curvature is finite. Expanding both densities to second order gives $n_i-n_e\simeq n_sb\psi^2/2$, and (6) gives $(\psi')^2\simeq4\pi n_sb\psi^3/3$. With $x$ increasing towards the plasma, integration of $\psi'\propto-\psi^{3/2}$ gives

$$
\psi\simeq\frac{3}{\pi n_sb\,x^2}.
$$

From $\nu''(0)=1/T_s^2-L''(0)$ and (8), $b\ge2/T_s^2$, so the coefficient is positive. A numerical domain sized in multiples of $\lambda_s$ can consequently be too short at the Bohm speed.

## Comparison with the mean-energy temperature

The effective temperature is $T_{\rm eff}=2\langle E\rangle/3$. The Cauchy–Schwarz inequality applied to $E^{1/2}$ and $E^{-1/2}$ gives $1\le\langle E\rangle\langle1/E\rangle$, hence

$$
T_s=\frac{2}{\langle1/E\rangle}\le2\langle E\rangle=3T_{\rm eff}. \tag{10}
$$

The bound is approached when all electrons have nearly the same energy. For $F\propto\exp\{-[(E-6)/0.3]^2\}$, with energies in eV, numerical quadrature gives $T_{\rm eff}=4.00$ eV and $T_s=11.99$ eV. This shell has almost no slow electrons, so its density responds weakly to a small potential.

There is no corresponding positive lower bound on $T_s/T_{\rm eff}$. A small population of sufficiently cold electrons can make $\langle1/E\rangle$ large while changing the mean energy little.

## Worked example: Druyvesteyn electrons

Take $F\propto e^{-(E/w)^2}$, $T_{\rm eff}=3$ eV, ion mass 40 u and edge density $10^{-14}$ per cubic angstrom. Here $g''=2/w^2>0$, so the local condition suffices.

The velocity-space element contributes $\sqrt E\,dE$. With $t=(E/w)^2$, the required integrals become gamma functions:

$$
\int_0^\infty E^r e^{-(E/w)^2}dE
=\frac{w^{r+1}}2\,\Gamma\left(\frac{r+1}{2}\right).
$$

Taking $r=q+1/2$ and dividing by the case $q=0$ gives

$$
\langle E^q\rangle=w^q\,
\frac{\Gamma(q/2+3/4)}{\Gamma(3/4)}.
$$

The cases $q=1$ and $q=-1$ yield

$$
T_{\rm eff}=\frac{2w}{3}\frac{\Gamma(5/4)}{\Gamma(3/4)},
\qquad
T_s=2w\,\frac{\Gamma(3/4)}{\Gamma(1/4)}.
$$

The chosen $T_{\rm eff}$ fixes $w=6.084$ eV. The mean energy is 4.500 eV and the mean inverse energy is 0.48632 per eV, so

$$
T_s=\frac{2}{0.48632}\ {\rm eV}=4.113\ {\rm eV},
\qquad
\frac{T_s}{T_{\rm eff}}=1.371.
$$

Using $T_{\rm eff}$ in the Bohm formula gives 26.90 angstrom/ps. The correct speed is larger by the square root of the temperature ratio:

$$
c_B=26.90\sqrt{1.371}\ {\rm angstrom/ps}
=31.50\ {\rm angstrom/ps},
$$

or 3150 m/s. Relative to this value, the mean-energy estimate is about 15% low. The minimum directed ion energy is $T_s/2=2.06$ eV. The electron screening length is $1.51\times10^6$ angstrom, or 0.15 mm. These numbers take the Druyvesteyn form to hold at the sheath edge; the same spectrum in the bulk, behind a collisionless presheath of depth 2 eV, would give $T_s=3.2$ eV at the edge. At the Bohm speed the sheath spans about $7\lambda_s$, roughly 1 mm, from a floating wall to $\psi=0.1T_s$. For an ion collision cross section near $10^{-18}$ m$^2$ in gas at 300 K the mean free path is about 3 mm at 0.01 Torr and 0.3 mm at 0.1 Torr, so the collisionless model applies only at pressures below about 0.01 Torr.

## Electrons lost to the wall

An absorbing wall removes returning electrons whose edge speed normal to the wall exceeds $v_w=\sqrt{2\psi_w}$. Let $g_1(v)$ be the distribution of one velocity component, normalized to one over both directions:

$$
g_1(v)=\frac{2\pi}{n_s}\int_{v^2/2}^\infty F(W)\,dW.
$$

The missing fraction at the edge is $A=\int_{v_w}^{\infty}g_1\,dv$. At depth $\psi$, a stream with edge speed $v$ has speed $\sqrt{v^2-2\psi}$. Continuity multiplies its density by $v/\sqrt{v^2-2\psi}\simeq1+\psi/v^2$. The missing density therefore grows initially at the rate $B=\int_{v_w}^{\infty}g_1v^{-2}dv$, in units of the isotropic density. Subtracting it steepens the fall of the remaining density, and renormalizing by $1-A$ gives

$$
\frac1{T_{s,\rm loss}}=\frac{1/T_s+B}{1-A}. \tag{11}
$$

Both corrections lower the screening temperature.

To estimate a floating wall, equate the ion flux $n_sc_B$ to the flux of electrons able to reach it. Integrating $n_svg_1$ above $v_w$ and exchanging the order of integration gives

$$
\Gamma_e=2\pi\int_{\psi_w}^{\infty}F(W)(W-\psi_w)\,dW.
$$

Numerical quadrature and root finding give $\psi_w=9.69$ eV for the Druyvesteyn example. This estimate uses the uncorrected edge density and Bohm speed. The missing fraction is $A=0.0016$, and (11) changes $T_s$ from 4.113 to 4.105 eV, a reduction of 0.19% relative to the isotropic value. For calculating $T_s$, isotropy is thus a good approximation here. A wall held at a much smaller depth would remove more electrons and require the truncated distribution from the start.

## A case where the local condition is insufficient

Consider two Maxwellian groups with density fractions $a_c=0.1$ and $a_h=0.9$ and temperatures $T_c=0.5$ eV and $T_h=10$ eV. Their densities add:

$$
\nu=a_ce^{-\psi/T_c}+a_he^{-\psi/T_h},\qquad
\frac1{T_s}=\frac{0.1}{0.5}+\frac{0.9}{10}=0.29,
$$

with energies in eV. Thus $T_s=3.448$ eV, while $T_{\rm eff}=0.1(0.5)+0.9(10)=9.05$ eV. The cold tenth of the electrons supplies more than two thirds of the inverse screening temperature.

At $K=T_s$ the linear charge cancels. The second derivative of the ion density is $3/T_s^2=3(0.29)^2=0.252$, whereas that of the electron density is $0.1/0.5^2+0.9/10^2=0.409$. The charge just inside the edge is therefore negative, and (6) would demand a negative squared field. The cold electrons give a steep initial fall, but once they have been repelled the hot group keeps the density high.

Integrating $\nu$ gives

$$
P=a_cT_c(1-e^{-\psi/T_c})+a_hT_h(1-e^{-\psi/T_h}).
$$

A numerical scan of $R$ from 0.01 to 50 eV finds a flat maximum near $\psi=3.8$ eV. At $\psi=3.83$ eV, $P=2.9137$ eV, and

$$
R=\frac{(2.9137)^2}{2(3.83-2.9137)}\ {\rm eV}=4.63\ {\rm eV}.
$$

Beyond the scan, $P<9.05$ eV keeps $R$ below about 1 eV. A wall deep enough to reflect almost all of the hot group therefore requires $K>4.63$ eV, an entry speed 1.159 times the local threshold. A floating wall with 40 u ions lies near 50 eV and meets this condition. A shallower absorbing wall removes part of the hot group and lowers both thresholds: with the truncated distribution, a wall at 10 eV gives $T_s=3.18$ eV and a maximum $R$ of 3.99 eV, and a wall at 20 eV gives 3.37 and 4.46 eV. The calculation excludes a monotone sheath with slower ions and this edge spectrum; it does not determine how the plasma would adjust.

## Implementation

Suppose the input is an energy distribution $f_E(E)$ with $\int_0^\infty f_E\,dE=1$. Then

$$
\frac1{T_s}=\frac12\int_0^\infty\frac{f_E(E)}E\,dE.
$$

If the input is the probability function $f_p=f_E/\sqrt E$, substitute $E=v^2/2$. Since $E^{-1/2}dE=\sqrt2\,dv$, the integrable endpoint singularity disappears:

$$
\frac1{T_s}=\frac1{\sqrt2}\int_0^\infty f_p(v^2/2)\,dv. \tag{12}
$$

Low-energy data need particular care. If $f_p$ is nearly constant below a cutoff $E_c$, omitting that interval removes $f_p(0)\sqrt{E_c}$ from $1/T_s$, but only $2f_p(0)E_c^{3/2}/3$ from the normalization. A spectrum can thus appear almost complete by particle number and still give too large a screening temperature.

The spectrum must also belong to the sheath edge. If electrons conserve energy through a presheath of depth $\psi_p$, a bulk spectrum $F_b(E)$ becomes $F_b(E+\psi_p)$ at the edge. For a log-concave bulk spectrum, (8) shows that $T_s$ cannot increase with this depth; for a Maxwellian it stays constant.

After finding $T_s$, inspect $\ln F$ as a function of energy. If it is concave, $K\ge T_s$ completes the condition. Otherwise, calculate $n_e$ from (2), integrate it to obtain $P$, and scan (7) up to the wall depth. Equation (2) requires a wall deep enough to reflect almost all electrons, including the hottest group; for a shallower absorbing wall, remove the missing returning electrons from $n_e$ first. At very small depth use the limit $R=T_s$, because $\psi-P$ is then a difference of nearly equal numbers.

This procedure keeps the assumptions of the model: a steady sheath, cold ions of one charge state, and no collisions within the sheath. An rf-driven sheath, or a gas pressure at which ions collide while crossing it, needs a different calculation.
